# Why discretized Berry phases converge quadratically in k spacing

## What goes wrong

A polarization computed from a string of $N$ k points carries an error that is easy to misjudge. The Berry phase is the integral of a smooth periodic function, and uniform sums of such functions converge faster than any power of the spacing. That argument suggests that a dozen points may be ample when the gap is wide. In the hafnia-like chain treated below, the midpoint sum of the Berry connection at $N=12$ is indeed wrong by only $7\times10^{-11}$ rad. The overlap formula, which is what one evaluates when the eigenvectors have arbitrary phases, is wrong by $6.4\times10^{-4}$ rad on the same mesh.

The overlap formula therefore has an error of its own, which is not a quadrature error of the connection. It is gauge-invariant, cubic in the spacing on each interval and quadratic over the loop. Knowing its form tells us when it vanishes, how to estimate it and how to remove it.

## Conventions

Take $J$ occupied bands, separated by a gap from the empty ones along a closed line of length $G$ in k space. Collect their cell-periodic states as the columns of $U(k)$, with $U^\dagger U=1$, and let $P=UU^\dagger$. Primes denote $d/dk$. Define

$$A=i\,\mathrm{Tr}\,U^\dagger U',\qquad \phi=\oint A\,dk,\qquad \varphi(k,k')=-\mathrm{Im}\ln\det U^\dagger(k)U(k').$$

The mesh is uniform with $h=G/N$, and $\phi_N$ is the sum of the $N$ link phases $\varphi$. The string is closed by $U(k+G)=e^{-iGx}U(k)$. Phases are defined modulo $2\pi$, and $h$ is small enough for each link determinant to stay away from zero. For one band in a cell of length $a$, the Wannier centre is $a\phi/2\pi$.

The result is

$$\phi_N-\phi=Kh^2+O(h^4),\qquad K=\oint C\,dk,\qquad C=\tfrac16\,\mathrm{Im}\,\mathrm{Tr}[PP'P''].$$

## Why the leading error is cubic on each interval

**Symmetry of the link.** Exchanging the two end points turns the overlap matrix into its adjoint, so $\varphi(k',k)=-\varphi(k,k')$. Put the ends at $m\mp h/2$. Exchange is then $h\to-h$, and the link phase is odd in $h$ at fixed midpoint:

$$\varphi=A(m)h+c_3(m)h^3+O(h^5).$$

The linear coefficient follows from $\ln\det=\mathrm{Tr}\ln$ and $\mathrm{Tr}\,U^\dagger U'=-iA$.

**What is invariant.** Change the gauge by a unitary matrix with determinant $e^{-i\beta(k)}$. The link phase gains $\beta(m+h/2)-\beta(m-h/2)=\beta'h+\beta'''h^3/24+\dots$, so $c_3$ alone is not gauge-invariant. The connection becomes $A+\beta'$, and its integral over the interval gains the same difference. The invariant quantity is therefore

$$r=\varphi-\int_{m-h/2}^{m+h/2}A\,dk .$$

It is also odd in $h$, since both terms change sign on exchange.

**The coefficient.** Because $r$ is invariant, we may compute it in the parallel-transport gauge, $U^\dagger U'=0$, which can be reached on any single interval. The integral of $A$ is then zero. Expanding from the left end,

$$U^\dagger(k)U(k+h)=1+\tfrac{h^2}{2}U^\dagger U''+\tfrac{h^3}{6}U^\dagger U'''+O(h^4).$$

Differentiating $U^\dagger U'=0$ gives $U^\dagger U''=-U'^\dagger U'$. This matrix is Hermitian, so its trace is real and contributes no phase at order $h^2$. Its trace is minus the quantum metric: the quadratic term shortens the overlap without turning it. Differentiating again,

$$U'^\dagger U''+U^\dagger U'''=-U''^\dagger U'-U'^\dagger U'',$$

so $U^\dagger U'''=-2U'^\dagger U''-U''^\dagger U'$. Write $y=\mathrm{Im}\,\mathrm{Tr}\,U'^\dagger U''$. The trace of $U''^\dagger U'$ is the complex conjugate of that of $U'^\dagger U''$, so its imaginary part is $-y$. Hence $\mathrm{Im}\,\mathrm{Tr}\,U^\dagger U'''=-2y+y=-y$. The quadratic term of the logarithm enters at order $h^4$, and therefore

$$r=-\tfrac{h^3}{6}(-y)+O(h^4)=\tfrac{h^3}{6}\,\mathrm{Im}\,\mathrm{Tr}\,U'^\dagger U''+O(h^4).$$

If the coefficient is evaluated at the midpoint, oddness removes the $h^4$ term.

**A form without a gauge.** In the same gauge $P'U=U'+UU'^\dagger U=U'$. Differentiating, $U''=P''U+P'U'=P''U+P'P'U$, so

$$\mathrm{Tr}\,U'^\dagger U''=\mathrm{Tr}[PP'P'']+\mathrm{Tr}[PP'P'P'].$$

Here $U'^\dagger=U^\dagger P'$ was used, and the last trace is $\mathrm{Tr}[P(P')^3]$. From $P^2=P$ we have $P'P+PP'=P'$. Multiplying by $P$ on both sides gives $PP'P=0$, and multiplying by $1-P$ on both sides gives $(1-P)P'(1-P)=0$. Thus $P'$ connects occupied states with empty ones, three such steps cannot return to the occupied space, and the last trace vanishes. This leaves the stated $C$.

For the chain below at $k=1.2$ nm$^{-1}$, $C=-4.8151\times10^{-5}$ nm$^3$. The directly computed $r/h^3$ at $h=0.1$ nm$^{-1}$ is $-4.8154\times10^{-5}$ nm$^3$. Going from $h=0.2$ to $0.1$ nm$^{-1}$ divides the mismatch by 4.00 when $C$ is taken at the midpoint, and by 2.39 when it is taken at the left end. The second figure would approach 2 for small $h$; here a quadratic part still accompanies the linear one.

## The geometric meaning

For one band, connect the two end states by the geodesic $|v(s)\rangle=\cos s\,|u\rangle+\sin s\,|w\rangle$, with $|w\rangle$ orthogonal to $|u\rangle$. Along it $\langle v|v'\rangle=0$, while $\langle u|v(s)\rangle=\cos s$ is real and positive for $s<\pi/2$. The link phase therefore equals the integral of the connection along the geodesic. The remainder $r$ is the Berry phase of the sliver between the true path and its shortest chord.

For two levels, $P=(1+\mathbf n\cdot\boldsymbol\sigma)/2$, $P'=\mathbf n'\cdot\boldsymbol\sigma/2$ and $P''=\mathbf n''\cdot\boldsymbol\sigma/2$. The product rule for Pauli matrices gives

$$\mathrm{Tr}[PP'P'']=\tfrac14\left[\mathbf n'\cdot\mathbf n''+i\,\mathbf n\cdot(\mathbf n'\times\mathbf n'')\right],\qquad C=\tfrac1{24}\,\mathbf n\cdot(\mathbf n'\times\mathbf n'').$$

On a great circle the three vectors are coplanar, the path is its own chord, and $C=0$.

## From one interval to the loop

Summing over the mesh,

$$\phi_N-\phi=\sum_j\left[C(m_j)h^3+D(m_j)h^5+\dots\right].$$

The closing factor $e^{-iGx}$ does not depend on $k$ and cancels in the trace, so $C$ and $D$ are periodic. For smooth periodic functions, $h\sum_jC(m_j)$ equals $\oint C\,dk$ up to terms smaller than any power of $h$. One factor of $h$ is used up by the sum, and what remains is $Kh^2+h^4\oint D\,dk+\dots$

The same count shows why midpoint sampling of the connection is not to blame. On one interval $\int A\,dk-A(m)h=A''h^3/24+\dots$, which looks like a cubic error. Its sum is $h^2\oint A''dk/24$, and this vanishes in a smooth periodic gauge because $A''$ is a total derivative.

The law was tested on a dimensionless four-band model with two occupied bands, against a phase obtained by integrating the parallel-transport equation. There $K=-8.651\times10^{-3}$. At $N=80$, $h=2\pi/80$ and $Kh^2=-5.337\times10^{-5}$ rad, while the actual error is $-5.335\times10^{-5}$ rad. After $Kh^2$ is subtracted, going from $N=40$ to $80$ divides the rest by 15.99, as a fourth-order term requires.

## When the order changes

**Inversion symmetry** relates $P(-k)$ to $P(k)$ by a fixed unitary matrix. For a line that inversion maps onto itself, the single first derivative in $C$ changes sign, so $C(-k)=-C(k)$ and $K=0$. The higher terms cancel in the same way: on a mesh symmetric under $k\to-k$ the links cancel in pairs and $\phi_N$ is already 0 or $\pi$. In two or three dimensions inversion maps a general string onto a different one. Without a further symmetry such as time reversal, each string may then have $K\neq0$, with opposite signs on the two partners, so the cancellation occurs only in the average over strings. In an inversion-symmetric version of the four-band model, $|C|$ reaches $4\times10^{-5}$ while its mean is zero to rounding.

**Time reversal** without spin gives $P(-k)=P(k)^*$. The derivative changes one sign and complex conjugation another, so $C$ is even and $K$ can survive. A polar insulator thus generally has a quadratic error, although $K$ may cancel for particular parameters.

**Loss of exchange symmetry** can lower the order. In a non-Hermitian chain with left and right eigenvectors, $\langle L|R\rangle=1$, consider the one-sided link $\langle L(k)|R(k+h)\rangle$. In the gauge $\langle L|R'\rangle=0$ one finds $\langle L|R''\rangle=-\langle L'|R'\rangle$, which need not be real. Each link then has a phase error $\tfrac{h^2}{2}\mathrm{Im}\langle L'|R'\rangle$, and the loop error is in general linear in $h$. The linear term cancels over the loop if $|R\rangle\langle L|$ at $-k$ is the complex conjugate of its value at $k$, as with real but unequal hoppings, because $\mathrm{Im}\langle L'|R'\rangle$ is then odd in $k$. With $\Delta$ replaced by $\Delta+0.5i$ eV in the example below (imaginary site energies of $+0.5$ eV on the cation and $-0.5$ eV on the anion), the error goes from $-2.63\times10^{-3}$ to $-1.30\times10^{-3}$ rad between $N=40$ and $80$. Taking half the difference between the forward and backward link phases restores the exchange symmetry: the errors become $-5.73\times10^{-5}$ and $-1.43\times10^{-5}$ rad, a factor of four.

**A closing gap** makes $P$ vary rapidly, and the law then sets in only at smaller $h$. Where an occupied band touches an empty one, $P$ is in general not smooth and the derivation fails.

## How large: a hafnia-like chain

Consider a cation at 0 and an anion at $x_B=a/2+\xi$, with site energies $\pm\Delta$ and

$$H=\begin{pmatrix}\Delta&f\\f^*&-\Delta\end{pmatrix},\qquad f=t_1e^{ikx_B}+t_2e^{ik(x_B-a)}.$$

The round parameters are $a=0.5$ nm, $\xi=0.04$ nm, $\Delta=2.7$ eV and an area per chain $S=0.07$ nm$^2$. The hoppings are $1.4\,e^{\mp\xi/\lambda}$ eV with $\lambda=0.1$ nm, so $t_1=0.938$ eV for the long bond and $t_2=2.089$ eV for the short one. The gap is $2\sqrt{\Delta^2+(t_1-t_2)^2}=5.87$ eV.

Two electrons per cell balance a cation core of charge $+2$. Measured from the centred anion, where $\phi=\pi$, the polarization is

$$P_{\rm el}=-\frac{2e}{2\pi S}(\phi-\pi).$$

The prefactor is $-72.86$ µC/cm² per radian. With $\phi=3.8445$ rad, $P_{\rm el}=-72.86\times0.7029=-51.2$ µC/cm². The Wannier centre, 0.3059 nm, agrees with the projected-position eigenvalue in the middle of a 60-cell open chain.

The error coefficient is $K=-5.84\times10^{-4}$ nm$^2$. At $N=8$, $h=12.566/8=1.571$ nm$^{-1}$, so $Kh^2=-1.441\times10^{-3}$ rad, or $+0.105$ µC/cm². The full results are:

| $N$ | actual error (µC/cm²) | $Kh^2$ law (µC/cm²) |
|---|---|---|
| 4 | 0.436 | 0.420 |
| 8 | 0.106 | 0.105 |
| 16 | 0.0263 | 0.0263 |

The error at $N=8$ reduces the magnitude of the polarization by 0.2% of its converged value.

**Where the coefficient comes from.** For hopping small against $2\Delta$, the state has amplitude near 1 on the anion and, up to a sign, $\alpha_1e^{ikd_1}+\alpha_2e^{-ikd_2}$ on the cations. Here $\alpha_i=t_i/2\Delta$, $d_1=0.29$ nm and $d_2=0.21$ nm. Three derivatives bring down three powers of distance, and the cross terms average to zero over the loop:

$$K\simeq\frac G6\left(\alpha_1^2d_1^3-\alpha_2^2d_2^3\right)\simeq-1.4\times10^{-3}\ \mathrm{nm}^2.$$

The coefficient measures the lopsidedness of the charge tails, and here the two sides partly cancel. The sign is right but the size is 2.3 times too large, because $(t_1+t_2)/2\Delta=0.56$ is not small. At $\xi=0$ the tails balance; $f=2t\cos(ka/2)$ is real, the path lies on a great circle, and the error vanishes.

## Beside the real material

Ferroelectric hafnia has a gap of very roughly 5 to 6 eV, and its films show remanent polarizations of very roughly 10 to 30 µC/cm². The model's 51 µC/cm² lies above that range. It describes a single domain with its polar axis along the field, an assumption that polycrystalline films break. If the axes were spread evenly over the hemisphere around the field, the mean cosine would be $\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=1/2$, which lowers the value to about 26 µC/cm². Defects and unswitched regions are not sized here.

Other omissions also exceed or match the mesh error at $N=8$. At 2 MV/cm, a rough static permittivity of 30 gives an induced polarization of about 5 µC/cm²; the model's clamped-ion electronic response alone is 0.3 µC/cm². Anion vibration of rough rms size 0.01 nm, taken with all anions moving together, and a transverse modulation of the site energy by 0.2 eV per direction each move the polarization by about 0.1 µC/cm², in opposite senses. That modulation leaves the $N=8$ mesh error at 0.106 µC/cm². Thermal carriers at 358 K and interband tunnelling at 2 MV/cm are negligible in this defect-free model.

## What to do about it

**Estimate the error from two meshes.** Put both phases on the same branch. Since $\phi_N-\phi_{2N}\simeq\tfrac34Kh^2$, the error left in $\phi_{2N}$ is about $(\phi_N-\phi_{2N})/3$. For $N=8$ and 16 this gives $(0.1060-0.0263)/3=0.0266$ µC/cm², against an actual 0.0263.

**Extrapolate.** The combination $(4\phi_{2N}-\phi_N)/3$ cancels $Kh^2$ and multiplies the $h^4$ term of the coarse mesh by $(4/16-1)/3=-1/4$. That term is about $0.106-0.105=0.001$ µC/cm² at $N=8$, and the extrapolated error is $-0.00024$ µC/cm². This requires both meshes to be in the regime where $Kh^2$ dominates the error.

**Choose the mesh from a target.** Setting $|Kh^2|$ times the prefactor equal to 0.1 µC/cm² gives $N=8.2$, hence 9 points; the actual error is then 0.084 µC/cm². The number holds for this chain. In a real crystal $K$ should be taken from two meshes, since orbital shapes and further bands contribute to it.

**Do not count on cancellation between the two polar states.** Inversion maps one onto the other and reverses the sign of $K$. On a fixed mesh, the switched polarization $2P_{\rm el}$ therefore carries twice the error, with the same relative size. The centred reference contributes none.

The full set of values is in the numerical output.

## Computed values

```
repeat length a = 0.5 nm, area per chain S = 0.07 nm^2
anion shift xi = 0.04 nm, site energy delta = 2.7 eV
centred hopping = 1.4 eV, hopping decay length = 0.1 nm
long bond t1 = 0.9384 eV, short bond t2 = 2.0886 eV
band gap = 5.869 eV, loop length G = 12.5664 1/nm
converged Berry phase = 3.84446979 rad
Wannier centre = 0.305933 nm; open chain 0.305933 nm
polarization P = -51.2085 uC/cm2
P of rigid charge -2e = -36.6212 uC/cm2
polarization per phase = -72.8555 uC/cm2 per rad
error coefficient K = -5.841078e-04 nm^2
local test at k = 1.2 1/nm: C = -4.815127e-05 nm^3
  remainder/h^3 at h = 0.1 1/nm: -4.815407e-05 nm^3
  halving h cuts midpoint mismatch by 4.000
  halving h cuts left-end mismatch by 2.390
N =  4: phase error -5.9810e-03 rad, P error 0.43575, K h^2 law 0.42001 uC/cm2
N =  6: phase error -2.6039e-03 rad, P error 0.18971, K h^2 law 0.18667 uC/cm2
N =  8: phase error -1.4544e-03 rad, P error 0.10596, K h^2 law 0.10500 uC/cm2
N = 12: phase error -6.4315e-04 rad, P error 0.04686, K h^2 law 0.04667 uC/cm2
N = 16: phase error -3.6113e-04 rad, P error 0.02631, K h^2 law 0.02625 uC/cm2
N = 32: phase error -9.0128e-05 rad, P error 0.00657, K h^2 law 0.00656 uC/cm2
Richardson from N = 8, 16: P error -2.402e-04 uC/cm2
connection midpoint sum, N = 12: error -7.01e-11 rad
mesh for 0.1 uC/cm2: N = 9, error 0.08356 uC/cm2
four bands: gap 3.222, K = -8.651277e-03 (dimensionless)
  error N = 40: -2.13196e-04 rad, N = 80: -5.33488e-05 rad
  after removing K h^2, halving h cuts error by 15.993
inversion: max|C| = 4.018e-05, |mean C| = 2.7e-19 (dimensionless)
non-Hermitian control, imaginary site energy 0.5 eV:
  one-sided error N = 40, 80: -2.6255e-03, -1.2987e-03 rad
  symmetrized error N = 40, 80: -5.7292e-05, -1.4319e-05 rad
neglected effects at field 2.0 MV/cm, 358 K:
  lattice response, rough permittivity 30: 5.135 uC/cm2
  clamped-ion electronic response: 0.323 uC/cm2
  transverse dispersion, amplitude 0.2 eV per direction:
    change of P -0.1212 uC/cm2
    P error at N = 8 becomes 0.10606 uC/cm2
  anion vibration, rough rms 0.01 nm: change 0.1279 uC/cm2
  thermal carrier factor exp(-gap/2kT) = 4.85e-42
  tunnelling exponent = 173.9, factor 10^-75.5
```
